# Bow of a thin silicon die under a stressed film: verification in Python

```python
# Result under test: a free square die (width 2a, thickness h) whose top film
# carries force F per width bends to curvature kappa = 6 F / (M h^2), with
# M = C11 + C12 - 2 C12^2/C11 for a (100) plate. The edge midpoint then stands
# kappa a^2/2 above the centre: about 4.2 um for the silicon example.
# C11, C12, C44: cubic stiffnesses; z: height above the die midplane;
# e: midplane strain; w: deflection, positive upward.
from math import perm
import numpy as np
import sympy as sp
from scipy.constants import g as gravity

# Inputs (material values are rough, rounded)
C11, C12, C44 = 166e9, 64e9, 80e9
width, h, F = 10e-3, 100e-6, 100.0
a = width / 2
density = 2330.0
film_t, film_M = 100e-9, 300e9
dT, softening, d_alpha = 100.0, 7e-5, 1e-6

# Derived formulas
M = C11 + C12 - 2 * C12**2 / C11
kappa = 6 * F / (M * h**2)
bow = kappa * a**2 / 2

# Symbolic three-dimensional elasticity of the bent die
x, y, z, e, k = sp.symbols('x y z e k', real=True)
c11, c12, c44, hs, Fs = sp.symbols('c11 c12 c44 h F', positive=True)
pos = (x, y, z)
disp = (x * (e - k * z), y * (e - k * z),
        k * (x**2 + y**2) / 2 - 2 * c12 / c11 * (e * z - k * z**2 / 2))
strain = sp.Matrix(3, 3, lambda i, j: (sp.diff(disp[i], pos[j])
                                       + sp.diff(disp[j], pos[i])) / 2)
stress = sp.Matrix(3, 3, lambda i, j: 2 * c44 * strain[i, j] if i != j else
                   (c11 - c12) * strain[i, i] + c12 * strain.trace())
for i in range(3):
    assert sp.simplify(sum(sp.diff(stress[i, j], pos[j]) for j in range(3))) == 0
    assert sp.simplify(stress[i, 2]) == 0
sxx = sp.expand(stress[0, 0])
balance = [sp.integrate(sxx, (z, -hs / 2, hs / 2)) + Fs,
           sp.integrate(sxx * z, (z, -hs / 2, hs / 2)) + Fs * hs / 2]
sol = sp.solve(balance, [e, k], dict=True)[0]
M_sym = c11 + c12 - 2 * c12**2 / c11
assert sp.simplify(sol[k] - 6 * Fs / (M_sym * hs**2)) == 0
s_bent = sxx.subs(sol)
assert sp.simplify(s_bent.subs(z, hs / 2) + 4 * Fs / hs) == 0
assert sp.simplify(s_bent.subs(z, -hs / 2) - 2 * Fs / hs) == 0
assert sp.simplify(s_bent.subs(z, -hs / 6)) == 0
numbers = {c11: C11, c12: C12, hs: h, Fs: F}
e_mid = float(sol[e].subs(numbers))
s_top = float(s_bent.subs(z, hs / 2).subs(numbers))
s_bottom = float(s_bent.subs(z, -hs / 2).subs(numbers))

# Modulus from the compliance
S = np.linalg.inv(np.full((3, 3), C12) + (C11 - C12) * np.eye(3))
E100, nu100 = 1 / S[0, 0], -S[0, 1] / S[0, 0]
assert abs(E100 / (1 - nu100) / M - 1) < 1e-12


def plane_stiffness(angle_deg):
    """Plane-stress stiffness (xx, yy, xy) after rotation about z."""
    d = np.eye(3)
    C = (C12 * np.einsum('ij,kl->ijkl', d, d)
         + C44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d))
         + (C11 - C12 - 2 * C44) * np.einsum('in,jn,kn,ln->ijkl', d, d, d, d))
    t = np.radians(angle_deg)
    R = np.array([[np.cos(t), -np.sin(t), 0],
                  [np.sin(t), np.cos(t), 0], [0, 0, 1]])
    C = np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C, optimize=True)
    pairs = [(0, 0), (1, 1), (0, 1)]
    return np.array([[C[p + q] - C[p + (2, 2)] * C[(2, 2) + q] / C[2, 2, 2, 2]
                      for q in pairs] for p in pairs])


for angle in (0, 20, 45, 70):
    response = plane_stiffness(angle) @ np.array([1.0, 1.0, 0.0])
    assert np.allclose(response / M, [1, 1, 0], atol=1e-12)

# Quadrature over the square die in scaled coordinates
nodes, weights = np.polynomial.legendre.leggauss(16)
X, Y = [v.ravel() for v in np.meshgrid(nodes, nodes, indexing='ij')]
area = np.outer(weights, weights).ravel() * a**2


def table(powers, dx, dy):
    """Derivatives of the monomials (x/a)^i (y/a)^j at the nodes."""
    return np.array([perm(i, dx) * perm(j, dy) * X**max(i - dx, 0)
                     * Y**max(j - dy, 0) / a**(dx + dy)
                     for i, j in powers]).T


class Plate:
    """Free plate; polynomial deflection with rigid motions removed."""

    def __init__(self, degree, angle):
        self.powers = [(i, n - i) for n in range(2, degree + 1)
                       for i in range(n + 1)]
        Q = plane_stiffness(angle)
        B = np.array([table(self.powers, 2, 0), table(self.powers, 0, 2),
                      2 * table(self.powers, 1, 1)])
        self.K = np.einsum('apm,ab,bpn,p->mn', B, Q * h**3 / 12, B, area,
                           optimize=True)
        self.film = h / 2 * area @ (B[0] + B[1])
        self.weight = -density * gravity * h * area @ table(self.powers, 0, 0)
        self.wx, self.wy = table(self.powers, 1, 0), table(self.powers, 0, 1)
        flat = [(i, n - i) for n in range(1, degree) for i in range(n + 1)]
        ux, uy = table(flat, 1, 0), table(flat, 0, 1)
        zero = np.zeros_like(ux)
        self.Bm = np.array([np.hstack([ux, zero]), np.hstack([zero, uy]),
                            np.hstack([uy, ux])])
        self.A = Q * h
        self.root = np.linalg.cholesky(self.A).T
        G = np.einsum('ab,bpn->apn', self.root, self.Bm) \
            * np.sqrt(area)[None, :, None]
        self.G = G.reshape(-1, G.shape[2])

    def midpoint(self, c):
        return sum(v for v, (i, j) in zip(c, self.powers) if j == 0)

    def membrane(self, c):
        """Stretching force after in-plane relaxation, and unrelaxed force."""
        gx, gy = self.wx @ c, self.wy @ c
        stretch = np.array([gx**2 / 2, gy**2 / 2, gx * gy])
        rhs = -(self.root @ stretch * np.sqrt(area)).ravel()
        u = np.linalg.lstsq(self.G, rhs, rcond=None)[0]
        return self.A @ (stretch + self.Bm @ u), self.A @ stretch

    def linear(self, force):
        return np.linalg.solve(self.K, force * self.film)

    def large_deflection(self, force):
        c = self.linear(force)
        for _ in range(30):
            N = self.membrane(c)[0]
            gx, gy = self.wx @ c, self.wy @ c
            pull = (area * (N[0] * gx + N[2] * gy)) @ self.wx \
                + (area * (N[1] * gy + N[2] * gx)) @ self.wy
            new = np.linalg.solve(self.K, force * self.film - pull)
            step = np.max(np.abs(new - c))
            c = new
        assert step < 1e-9 * np.max(np.abs(c))
        return c


# Energy minimum over general shapes: paraboloid for every die orientation
for angle in (0, 20, 45):
    plate = Plate(8, angle)
    shape = plate.linear(F)
    expected = np.array([bow if p in ((2, 0), (0, 2)) else 0.0
                         for p in plate.powers])
    assert np.max(np.abs(shape - expected)) < 1e-7 * bow
ritz_bow, ritz_corner = plate.midpoint(shape), shape.sum()
assert abs(ritz_corner / ritz_bow - 2) < 1e-6

# A cylinder bends without stretching; this checks the membrane part
cylinder = np.array([bow if p == (2, 0) else 0.0 for p in plate.powers])
relaxed, unrelaxed = plate.membrane(cylinder)
assert np.max(np.abs(relaxed)) < 1e-7 * np.max(np.abs(unrelaxed))

# Large deflection and own weight, die edges along <110>, two basis sizes
nonlinear, sag = [], []
for degree in (6, 8):
    p = Plate(degree, 45)
    nonlinear.append(p.midpoint(p.large_deflection(F)) - bow)
    sag.append(p.midpoint(np.linalg.solve(p.K, p.weight)))
assert abs(nonlinear[1]) < 0.01 * bow
assert abs(nonlinear[1] - nonlinear[0]) < 1e-3 * bow
assert sag[1] < 0 and abs(sag[1] / sag[0] - 1) < 0.1
deficit = [1 - plate.film @ plate.large_deflection(f)
           / (plate.film @ plate.linear(f)) for f in (F, 2 * F)]
assert deficit[0] > 0 and abs(deficit[1] / deficit[0] - 4) < 0.08

# Two-layer plate with a film of finite thickness
S1 = film_t * (h + film_t) / 2
S2 = ((h / 2 + film_t)**3 - (h / 2)**3) / 3
# unknowns: midplane strain, curvature * h, film mismatch strain
rows = np.array([
    [M * h + film_M * film_t, -film_M * S1 / h, film_M * film_t],
    [film_M * S1 / h, -(M * h**3 / 12 + film_M * S2) / h**2, film_M * S1 / h],
    [film_M * film_t, -film_M * S1 / h, film_M * film_t]])
k_carried = np.linalg.solve(rows, [0, 0, F])[1] / h
mismatch = F / (film_M * film_t)
k_initial = np.linalg.solve(rows[:2, :2], -rows[:2, 2] * mismatch)[1] / h
thin = film_t / h
assert abs(k_carried / kappa - (1 + thin)) < 1e-7
# remaining difference is of second order in the thickness ratio
assert abs(k_initial / kappa - 1 - thin * (1 - 4 * film_M / M)) < 1e-4

soft_change = bow * (1 / (1 - softening * dT) - 1)
force_change = film_M * film_t * d_alpha * dT
assert round(bow * 1e6, 1) == 4.2


def show(label, value, unit, fmt='.4g'):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Die width", width * 1e3, "mm")
show("Die thickness", h * 1e6, "um")
show("Film force", F, "N/m")
show("C11 (rough)", C11 / 1e9, "GPa")
show("C12 (rough)", C12 / 1e9, "GPa")
show("C44 (rough)", C44 / 1e9, "GPa")
show("Young modulus along [100]", E100 / 1e9, "GPa")
show("Poisson ratio for [100]", nu100, "")
show("Biaxial modulus M", M / 1e9, "GPa", '.2f')
show("Curvature", kappa, "1/m")
show("Radius of curvature", 1 / kappa, "m")
show("Midplane strain", e_mid, "", '.3e')
show("Substrate stress, top face", s_top / 1e6, "MPa")
show("Substrate stress, bottom face", s_bottom / 1e6, "MPa")
show("Slope at edge midpoint", kappa * a * 1e3, "mrad")
show("Bow at edge midpoint, formula", bow * 1e6, "um", '.3f')
show("Bow at edge midpoint, energy minimum", ritz_bow * 1e6, "um", '.3f')
show("Bow at corner, energy minimum", ritz_corner * 1e6, "um", '.3f')
show("Bow / die thickness", bow / h, "", '.4f')
show("Bow if E [100] wrongly replaces M", bow * M / E100 * 1e6, "um", '.2f')
show("Bow if full width wrongly replaces half", 4 * bow * 1e6, "um", '.2f')
print("Effects left out (change of edge-midpoint bow):")
show("Large deflection", nonlinear[1] * 1e9, "nm", '.3f')
show("  shift, degree 6 to 8", (nonlinear[1] - nonlinear[0]) * 1e9, "nm", '.4f')
show("Silicon density (rough)", density, "kg/m3")
show("Own weight, centre support", sag[1] * 1e9, "nm", '.2f')
show("  shift, degree 6 to 8", (sag[1] - sag[0]) * 1e9, "nm", '.3f')
show("Film thickness", film_t * 1e9, "nm")
show("Film stress", F / film_t / 1e9, "GPa")
show("Film biaxial modulus (rough)", film_M / 1e9, "GPa")
show("Finite film, F as carried", (k_carried / kappa - 1) * bow * 1e9, "nm", '.2f')
show("Finite film, F before relaxation",
     (k_initial / kappa - 1) * bow * 1e9, "nm", '.2f')
show("Edge zone, order of size kappa h^2", kappa * h**2 * 1e9, "nm", '.2f')
show("Temperature change", dT, "K")
show("Softening of M (rough)", softening * 1e6, "ppm/K")
show("Softening effect on heating", soft_change * 1e9, "nm", '.1f')
show("Expansion difference (rough)", d_alpha * 1e6, "ppm/K")
show("Film force change, magnitude", force_change, "N/m", '.2f')
show("Its effect on bow, magnitude", force_change / F * bow * 1e9, "nm", '.1f')
print("checks complete")
```

It prints:

```
Die width: 10 mm
Die thickness: 100 um
Film force: 100 N/m
C11 (rough): 166 GPa
C12 (rough): 64 GPa
C44 (rough): 80 GPa
Young modulus along [100]: 130.4 GPa
Poisson ratio for [100]: 0.2783
Biaxial modulus M: 180.65 GPa
Curvature: 0.3321 1/m
Radius of curvature: 3.011 m
Midplane strain: -5.536e-06
Substrate stress, top face: -4 MPa
Substrate stress, bottom face: 2 MPa
Slope at edge midpoint: 1.661 mrad
Bow at edge midpoint, formula: 4.152 um
Bow at edge midpoint, energy minimum: 4.152 um
Bow at corner, energy minimum: 8.303 um
Bow / die thickness: 0.0415
Bow if E [100] wrongly replaces M: 5.75 um
Bow if full width wrongly replaces half: 16.61 um
Effects left out (change of edge-midpoint bow):
Large deflection: -2.988 nm
  shift, degree 6 to 8: 0.0177 nm
Silicon density (rough): 2330 kg/m3
Own weight, centre support: -15.15 nm
  shift, degree 6 to 8: -0.792 nm
Film thickness: 100 nm
Film stress: 1 GPa
Film biaxial modulus (rough): 300 GPa
Finite film, F as carried: 4.15 nm
Finite film, F before relaxation: -23.31 nm
Edge zone, order of size kappa h^2: 3.32 nm
Temperature change: 100 K
Softening of M (rough): 70 ppm/K
Softening effect on heating: 29.3 nm
Expansion difference (rough): 1 ppm/K
Film force change, magnitude: 3.00 N/m
Its effect on bow, magnitude: 124.5 nm
checks complete
```
